Valley-orbit splitting of the silicon donor ground state, derived twice

THE RESULT

A shallow donor in silicon has six 1s states, one for each conduction-band valley on the axes ±x, ±y, ±z. Let E0 be the energy common to the six states, V_o the coupling between opposite valleys and V_p the coupling between perpendicular valleys. The sixfold level splits into

E(A1) = E0 + V_o + 4V_p (1 state)

E(T2) = E0 − V_o (3 states)

E(E) = E0 + V_o − 2V_p (2 states)

Spin doubles each count. Energies are measured from the conduction-band edge, so bound levels are negative. The first derivation below solves the 6×6 matrix directly. The second starts from the symmetry of the levels and works back to the couplings.

BASIS, PHASES AND SYMMETRY

The donor replaces one silicon atom, and its nucleus is at r = 0. In effective-mass theory the state of valley j is

ψ_j(r) = F_j(r) φ_j(r)

Here φ_j is the Bloch function at the minimum of valley j, and F_j is a slowly varying 1s envelope. The envelope is an ellipsoid, shorter along the valley axis, where the mass is heavier. Without coupling between valleys the six energies are equal, because the valleys differ only in direction. Spin-orbit coupling, strain and applied fields are left out at first, and the ψ_j are taken as orthonormal.

The four nearest neighbours of the donor lie along (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1). The operations that keep the nucleus fixed and map the crystal onto itself form the group T_d. Each one permutes x, y, z and changes some signs, with the product of the three signs equal to +1. There are 6 permutations and 4 allowed sign choices, so T_d has 24 elements. Inversion has sign product −1 and is not among them.

The phase of each φ_j is free. Choose it so that φ_j(0) is real and positive, which is possible if φ_j(0) is not zero. An operation g acts as (gφ)(r) = φ(g⁻¹r). It turns φ_j into a Bloch function of the valley g(j), with the same energy. The band is not degenerate there, so

gφ_j = c φ_{g(j)}, |c| = 1

At r = 0, which g leaves in place, this reads φ_j(0) = c φ_{g(j)}(0). Both values are positive, so c = 1. The envelopes are carried into each other in the same way, and therefore

gψ_j = ψ_{g(j)}

The group permutes the six states without any extra sign. With other relative phases the levels would be the same, but the matrix elements would carry phase factors and the couplings would not have single values.

The condition φ_j(0) ≠ 0 can be examined numerically. The Cohen–Bergstresser local pseudopotential for silicon, diagonalized in plane waves with a lattice constant a = 0.543 nm, puts the minimum at 0.853 × 2π/a. There |φ_j(0)|² is 0.83 of its mean over the crystal in the small plane-wave basis used; a converged basis lowers it to about 0.72 and moves the minimum to 0.854 × 2π/a. This is the density of the smooth pseudo-wave function, not the true density at a nucleus, but it is clearly not zero.

FIRST DERIVATION: SOLVING THE MATRIX

Since H is unchanged by every g in T_d,

H_{g(i)g(j)} = ⟨gψ_i|H|gψ_j⟩ = ⟨ψ_i|H|ψ_j⟩ = H_ij

Matrix elements are equal whenever an operation carries one ordered pair of valleys into another.

Same valley. Rotations by 120° about (1,1,1) carry x to y to z. A rotation by 180° about z carries +x to −x, and similar ones reverse the other axes. All six diagonal elements are therefore equal. Call them E0.

Opposite valleys. The same rotations carry (+x, −x) into all six ordered opposite pairs. All six elements are equal. Call them V_o.

Perpendicular valleys. There are 6 × 4 = 24 ordered pairs. Suppose an operation leaves both +x and +y in place. It can only send z to +z or −z, and the sign rule demands +z, so it is the identity. The 24 operations therefore carry (+x, +y) into 24 different ordered pairs, which are all the perpendicular pairs. All these elements are equal. Call them V_p.

In both sets the reversed pair (j, i) belongs with (i, j). Hermiticity gives H_ji = H_ij*, and the symmetry gives H_ji = H_ij, so V_o and V_p are real.

For each axis a = x, y, z define an even and an odd combination:

s_a = (ψ_{+a} + ψ_{−a})/√2

d_a = (ψ_{+a} − ψ_{−a})/√2

The energy of an odd state is

⟨d_a|H|d_a⟩ = ½(E0 − V_o − V_o + E0) = E0 − V_o

It has no coupling to the even state of its own axis:

⟨s_a|H|d_a⟩ = ½(E0 − V_o + V_o − E0) = 0

Nor does it couple to a valley state of another axis b, because ⟨ψ_{±b}|H|d_a⟩ = (V_p − V_p)/√2 = 0. The three odd states are thus eigenstates with the common energy E0 − V_o. Under T_d they permute and change sign just as the coordinates x, y, z do, which is the representation called T2.

For the even states,

⟨s_a|H|s_a⟩ = ½(E0 + V_o + V_o + E0) = E0 + V_o

⟨s_a|H|s_b⟩ = ½ × 4V_p = 2V_p for a ≠ b

The factor 4 counts the four pairs formed by the two valleys of one axis and the two of the other. For amplitudes (α, β, γ) on s_x, s_y, s_z, the first component of the eigenvalue equation is

(E0 + V_o)α + 2V_p(β + γ) = Eα

Add and subtract 2V_p α:

(E0 + V_o − 2V_p)α + 2V_p(α + β + γ) = Eα

The other two components have the same form, with β or γ in place of α outside the sum. There are two kinds of solution. If α + β + γ = 0, the second term vanishes and

E = E0 + V_o − 2V_p

This condition leaves two independent states, for example (1, −1, 0) and (−1, −1, 2). They are the doublet E. If α = β = γ, the sum is 3α and

E = E0 + V_o − 2V_p + 6V_p = E0 + V_o + 4V_p

This state has equal amplitude in all six valleys and is unchanged by every operation, which is the meaning of A1. The count 3 + 2 + 1 = 6 is complete.

SECOND DERIVATION: FROM THE LEVELS TO THE COUPLINGS

This route needs the characters of T_d, that is, the traces of the matrices representing its operations. The classes are the identity, 8 rotations by ±120° (C3), 3 rotations by 180° (C2), 6 fourfold rotation-reflections (S4) and 6 diagonal mirrors (σ). In that order:

A1: 1, 1, 1, 1, 1

E: 2, −1, 2, 0, 0

T2: 3, 0, −1, −1, 1

The T2 row is the trace of the operation on x, y, z. The E row is the number of axes that keep their place, regardless of sign, minus 1. The subtraction removes the equal sum of the three axes. The sum of squared characters over the group is 24 for each row: 4 + 8 + 12 = 24 for E and 9 + 3 + 6 + 6 = 24 for T2. This shows that each representation is irreducible. Products of different rows sum to zero: 2 − 8 + 6 = 0 for A1 with E, 3 − 3 − 6 + 6 = 0 for A1 with T2, and 6 − 6 = 0 for E with T2.

The character of the six-valley representation is the number of valleys an operation leaves in place: 6, 0, 2, 0, 2. The number of times each representation occurs is the sum of character products divided by 24:

A1: (6 + 3×2 + 6×2)/24 = 1

E: (2×6 + 3×2×2)/24 = 1

T2: (3×6 − 3×2 + 6×2)/24 = 1

Their dimensions add to 6, so nothing else occurs. For a representation Γ of dimension n with characters χ, form the operator

P_Γ = (n/24) Σ_g χ(g) g

It commutes with every operation, because χ is the same for all members of a class. On an irreducible subspace it is therefore a number. Taking the trace there and using the sums above gives 1 on Γ and 0 on the other two, so P_Γ projects onto Γ. It also commutes with H, so H does not mix the three subspaces. Inside one of them, an eigenspace of H is carried into itself by the group. Irreducibility makes that eigenspace the whole subspace. Each subspace thus has one energy:

H = E(A1) P_A1 + E(T2) P_T2 + E(E) P_E

The element ⟨ψ_i|P_Γ|ψ_j⟩ is n/24 times the sum of χ over the operations that carry valley j into valley i. There are four such operations in each case.

From +x to +x: the identity, the 180° rotation about x and two mirrors. The sums of χ are 4 for A1, 2 + 2 = 4 for E, and 3 − 1 + 1 + 1 = 4 for T2. With n = 1, 2, 3 the projector elements are 1/6, 2/6 and 3/6:

E0 = [E(A1) + 2E(E) + 3E(T2)]/6

From −x to +x: the 180° rotations about y and z, and two S4 operations about x. The sums are 4 for A1, 2 + 2 = 4 for E, and −4 for T2:

V_o = [E(A1) + 2E(E) − 3E(T2)]/6

From +y to +x: one mirror, one S4 operation and two C3 rotations. The sums are 4 for A1, −1 − 1 = −2 for E, and 1 − 1 = 0 for T2. The projector elements are 1/6, −1/6 and 0:

V_p = [E(A1) − E(E)]/6

Now solve for the levels. Subtracting the second relation from the first gives E(T2) = E0 − V_o. Adding them gives

E0 + V_o = [E(A1) + 2E(E)]/3

Insert E(A1) = E(E) + 6V_p from the third relation. The right side becomes E(E) + 2V_p, so E(E) = E0 + V_o − 2V_p. Adding 6V_p gives E(A1) = E0 + V_o + 4V_p. These are the levels found before.

WHAT EACH DERIVATION ASSUMES

Both need the full T_d symmetry, six valley states that the group permutes, and no spin-dependent term. The first needs equal matrix elements, uses hermiticity to make them real, and finds the degeneracies by algebra. The second needs each representation to occur once. It obtains the degeneracies before any coupling is named, and the couplings are real because the energies are.

Neither derivation takes V_o or V_p to be small. Higher envelope states may be eliminated by second-order perturbation theory. The resulting correction to the 6×6 matrix is built from symmetric operators, so it is symmetric too. It changes E0, V_o and V_p but not the pattern.

A small overlap between valley states can be handled in the same way. The overlap matrix has the same three-parameter form, with diagonal 1 and elements S_o and S_p. Each symmetry state then has an energy equal to its Hamiltonian eigenvalue divided by its overlap eigenvalue, which for A1 is 1 + S_o + 4S_p.

The relations of the second derivation also show a limit on what the model predicts. Three parameters describe three level energies, so any three values can be fitted. Symmetry fixes the degeneracies and the form of the states, not the spacings or their order.

ORDER OF THE LEVELS AND THE CONTACT LIMIT

The differences are

E(E) − E(A1) = −6V_p

E(T2) − E(A1) = −2V_o − 4V_p

E(E) − E(T2) = 2(V_o − V_p)

A1 is the ground state if V_p < 0 and V_o + 2V_p < 0. E lies above T2 if V_o > V_p.

The physical difference lies at the nucleus. All six ψ_j(0) have the same positive value. In A1 the six amplitudes 1/√6 add, giving a density 6|ψ_j(0)|². In T2 and E the amplitudes sum to zero, and so does the wave function at the nucleus. An attractive potential confined to the nucleus acts on A1 alone.

The formulas agree. A contact potential gives every matrix element the same value v, including the diagonal shift. A1 moves by v + v + 4v = 6v, T2 by v − v = 0, and E by v + v − 2v = 0.

A potential of finite width behaves differently. Take

U(r) = −U0 exp(−r²/w²) [1 + xyz/(2w³)]

with U0 = 10 eV and w = 0.10 nm. The xyz term gives it tetrahedral rather than spherical shape. Its matrix elements were summed on a cubic grid, using the pseudopotential Bloch functions and envelope radii of 2.5 nm across and 1.4 nm along the valley axis. The results are −1.634 meV on the diagonal, −0.011 meV for opposite valleys and −0.309 meV for perpendicular valleys. Diagonalizing this matrix gives a single level at −2.881 meV, a triple level at −1.623 meV and a double level at −1.027 meV. The A1 formula gives −1.634 − 0.011 − 4 × 0.309 = −2.881 meV. These numbers belong to the small basis of 113 plane waves. A converged basis gives −1.636, −0.014 and −0.309 meV for the elements and moves the levels by up to 0.005 meV, with the same pattern.

The opposite coupling is nearly zero here, far from the contact limit, though its exact value changes with the plane-wave basis. The phase difference between opposite valley waves changes by 2 × 0.853 × (2π/0.543 nm) × 0.10 nm ≈ 2 rad over the width w, so the potential is not a point on this scale. This phase alone does not explain the small value. For plane waves with k = 0.853 × 2π/a, the Gaussian reduces the opposite coupling by exp(−k²w²) ≈ 0.38 and the perpendicular one by exp(−k²w²/2) ≈ 0.61. The lattice-periodic parts of the Bloch functions account for most of the rest. They change the contribution of the Gaussian and also let the xyz term contribute, which gives nothing for these plane waves. In the opposite coupling the Gaussian part becomes about +0.03 meV and the xyz part about −0.045 meV, so the very small total is partly a cancellation particular to this model potential. With w reduced to 0.001 nm the ratio of the two couplings is 0.9999.

The same calculation shows what happens when the symmetry fails. With the 0.10 nm potential moved off the atomic site by (0.03, 0.02, 0.01) nm, all six levels are different.

A WORKED EXAMPLE

Take E0 = −35 meV, V_o = −1.5 meV and V_p = −2.2 meV, rough values in the regime of phosphorus in silicon. Then

E(A1) = −35 − 1.5 − 8.8 = −45.3 meV

E(T2) = −35 + 1.5 = −33.5 meV

E(E) = −35 − 1.5 + 4.4 = −32.1 meV

T2 lies 11.8 meV above A1, which corresponds to 2.85 THz. E lies another 1.4 meV higher. Although V_o and V_p are similar in size, the two spacings differ by a factor of about eight: the larger contains 2V_o + 4V_p, and the smaller only twice the difference of the couplings.

Temperature spreads the electron over the levels. For an electron in one of these 1s levels, the weights are 1, 3 and 2 times exp(−E/kT), since the spin factor cancels. At 4 K it is in A1 to four decimal places. At 30 K the shares of A1, T2 and E are 0.96, 0.03 and 0.01. At 77 K they are 0.56, 0.28 and 0.15. These figures leave out higher bound levels, which are not negligible at 77 K, and ionization.

STRAIN AS A SECOND CASE

Let strain raise the two z valleys by D relative to the other four, with the mean energy, V_o and V_p held fixed. The valley shifts are 2D/3 for z and −D/3 for x and y. The odd states remain eigenstates, since both valleys of an axis shift together. T2 therefore splits by D into two states at E(T2) − D/3 and one at E(T2) + 2D/3.

A1 is (s_x + s_y + s_z)/√3, and its mean shift is zero. It couples to the E state (2s_z − s_x − s_y)/√6, whose mean shift is

(1/6)(4 × 2D/3 − D/3 − D/3) = D/3

The coupling is

(1/√18)(2 × 2D/3 + D/3 + D/3) = 2D/√18 = √2 D/3

The other E state, (s_x − s_y)/√2, shifts by −D/3 and stays uncoupled. With h = ½[E(E) + D/3 − E(A1)], the 2×2 problem moves A1 by

δ = h − √(h² + 2D²/9)

A rough shear deformation potential of 9 eV and a strain difference of 0.01 % give D = 0.90 meV. Then h = ½(13.2 + 0.3) = 6.75 meV and δ = −0.013 meV. T2 splits by almost 1 meV while the ground state barely moves, because its shift is of second order in D.

When |D| is much larger than |V_p|, the z axis separates from the other two, while x and y stay mixed by V_p. For large negative D the lowest states are s_z and d_z, near E0 + 2D/3 + V_o and E0 + 2D/3 − V_o. Their spacing 2|V_o| depends on the opposite coupling alone at this order, and the A1, T2, E labels no longer describe the levels. The next order lowers s_z by about 8V_p²/|D|. For the spacing to give V_o directly, |D| must therefore also be much larger than 4V_p²/|V_o|, which is 13 meV in the worked example.

COMPARISON WITH REAL DONORS

The binding energy of phosphorus in silicon is roughly 45 meV. The agreement with the example is no prediction, since the inputs were chosen in that regime. Other donors have different potentials near the nucleus and need their own parameters.

Higher bound s envelopes also lower the ground state. For a contact potential the A1 matrix element is 6V_p = −13.2 meV. Hydrogenic scaling multiplies its square by 1/n³ for level n, and the energy denominator is 35 meV × (1 − 1/n²). The sum over n ≥ 2 is

Σ 1/[n(n² − 1)] = ½ Σ {1/[(n − 1)n] − 1/[n(n + 1)]} = ¼

since neighbouring terms cancel and leave ½ × ½. The shift is −(13.2)² × ¼ / 35 = −1.24 meV, about a tenth of the A1–T2 spacing. This is the part from bound states only, for an isotropic hydrogen model; with the anisotropic silicon masses the sum is about 0.28 and the shift about −1.4 meV. The continuum lowers A1 further, and for a true contact potential its second-order sum diverges, so a finite width is needed and the full correction can be much larger than this figure. If the parameters are fitted to measured levels, this effect is already inside them.

A device also exposes the donor to electric fields. At 0.01 MV/cm the potential drops by 2.5 meV over 2.5 nm, and the second-order shift is of order 2.5²/35 ≈ 0.2 meV. It depends on the mass along the field: effective-mass theory gives about −0.19 meV for a valley whose axis is across the field and −0.08 meV for one whose axis is along it, so a field along a cube axis splits T2 by about 0.1 meV, as strain does. This field is already about half the value, near 0.02 MV/cm, at which the Coulomb barrier sinks to the T2 and E levels, so these levels are then short-lived against tunnelling out of the donor. Overlap matters far less: with a spherical envelope of radius 2.06 nm, |S_o| + 4|S_p| is about 2 × 10⁻⁵. Spin-orbit coupling, which can split the spin-doubled T2 level, has not been estimated here. Strain splits T2 in first order: D grows in proportion to the strain difference, so 0.1 % gives a T2 splitting of 9 meV, comparable with the valley-orbit splitting itself.
